# Cubic invariants in B2 and L1₂ ordering from concentration waves

## Problem

A binary alloy occupies a bcc or an fcc lattice with cubic cell edge $a$. Let $n(\mathbf r)$ be the mean occupation of site $\mathbf r$ by one chosen species, and let $c$ be its average over sites, held fixed. In the disordered state $n(\mathbf r)=c$. Ordering adds static concentration waves,

$$n(\mathbf r)=c+\sum_j \eta_j\cos(\mathbf k_j\cdot\mathbf r),$$

with wave vectors of the type $(2\pi/a)(100)$. On bcc they produce B2, in which cube corners and cube centres differ. On fcc one of the structures they produce is L1$_2$, in which cube corners differ from the three kinds of face centre.

(a) For each structure, does symmetry allow a third-order term in the Landau expansion of the free energy in the $\eta_j$?

(b) What follows for the transition at $c=1/4$ in a mean-field model with nearest-neighbour pair energy $w=0.05$ eV?

Strain and magnetism are left out.

## A tempting solution

Both structures are built from $\mathbf k=(2\pi/a)(100)$, and each has one order parameter $\eta$. A translation of the crystal by $\mathbf t$ multiplies $\eta$ by $e^{i\mathbf k\cdot\mathbf t}$, and hence $\eta^3$ by $e^{3i\mathbf k\cdot\mathbf t}$. The free energy cannot change under a lattice translation, so $\eta^3$ is allowed only if $3\mathbf k=(2\pi/a)(300)$ is a reciprocal-lattice vector. It is not one for bcc or for fcc. Neither structure has a cubic term, and both may order continuously.

## Where it fails

The statement about $3\mathbf k$ is correct, and for B2 so is the conclusion. The fault is the assumption that L1$_2$ is a single wave. Its one parameter $\eta$ is the common amplitude of three different waves, and a translation need not multiply all three by the same factor.

The fcc translation $(a/2)(110)$ shows this. It reverses the waves along $x$ and $y$, because $\mathbf k\cdot\mathbf t=\pi$ for each, but leaves the wave along $z$ unchanged. The amplitudes $(\eta,\eta,\eta)$ become $(-\eta,-\eta,\eta)$, not $(-\eta,-\eta,-\eta)$. The amplitudes must therefore be kept separate until the invariants have been found.

## Correct solution of (a)

**Reciprocal vectors.** Write $\mathbf G=(2\pi/a)(hkl)$ and require $\mathbf G\cdot\mathbf t$ to be a multiple of $2\pi$ for every lattice translation.

- For bcc, the translations $a(100)$, $a(010)$, $a(001)$ make $h,k,l$ integers, and $(a/2)(111)$ gives $\pi(h+k+l)$, so $h+k+l$ is even.
- For fcc, the translations $(a/2)(110)$ and its relatives make $h+k$, $k+l$ and $h+l$ even. With $h,k,l$ integers, they are all even or all odd.

Two wave vectors that differ by a $\mathbf G$ give the same wave on the sites. The difference of $(100)$ and $(010)$ is $(1\bar10)$. Its index sum is even, so on bcc these are the same wave, and likewise for $(001)$. On fcc $(1\bar10)$ has mixed parity, so the three waves are distinct. Call their vectors $\mathbf X_1,\mathbf X_2,\mathbf X_3$, and call the single bcc vector $\mathbf H$.

**Translations.** In every case $2\mathbf k_j$ is a reciprocal vector: $(200)$ satisfies both parity rules. Hence $\mathbf k_j\cdot\mathbf r$ is a multiple of $\pi$ on each site, its sine vanishes, and

$$\cos[\mathbf k_j\cdot(\mathbf r-\mathbf t)]=\cos(\mathbf k_j\cdot\mathbf t)\cos(\mathbf k_j\cdot\mathbf r).$$

A translation therefore changes $\eta_j$ into $\eta_j\cos(\mathbf k_j\cdot\mathbf t)=\eta_j e^{i\mathbf k_j\cdot\mathbf t}$, a factor $\pm1$. A cubic monomial transforms as

$$\eta_i\eta_j\eta_l\;\to\;e^{i(\mathbf k_i+\mathbf k_j+\mathbf k_l)\cdot\mathbf t}\,\eta_i\eta_j\eta_l .$$

Each monomial is multiplied by its own sign, so different monomials cannot compensate each other. A monomial survives all translations if and only if $\mathbf k_i+\mathbf k_j+\mathbf k_l$ is a reciprocal vector.

**B2.** The one candidate is $\eta^3$, with $3\mathbf H=(2\pi/a)(300)$. Its index sum is odd, so it is forbidden. More directly, $\mathbf t=(a/2)(111)$ gives $\mathbf H\cdot\mathbf t=\pi$ and sends $\eta\to-\eta$. Thus $F(\eta)=F(-\eta)$ at any $c$, and every odd power is absent. Physically, reversing $\eta$ exchanges the corner and centre sublattices, which gives the same crystal displaced.

**L1$_2$.** There are three kinds of monomial.

- $\eta_i^3$: the sum is of type $(300)$, with mixed parity. Forbidden.
- $\eta_i^2\eta_j$ with $i\ne j$: the sum is of type $(210)$, with mixed parity. Forbidden.
- $\eta_1\eta_2\eta_3$: the sum is
$$\mathbf X_1+\mathbf X_2+\mathbf X_3=\frac{2\pi}{a}(111),$$
with all indices odd. Allowed by translations.

The point group must also be checked. A rotation or reflection about a site takes each $\mathbf X_j$ to some $\pm\mathbf X_l$. Since the cosine is even, the amplitudes are permuted without a change of sign, and $\eta_1\eta_2\eta_3$ is unchanged. Every space-group operation of the lattice is such a point operation followed by a translation, so L1$_2$ has one cubic invariant, $\eta_1\eta_2\eta_3$. The numerical check confirms the counts, zero and one, by averaging over the whole group.

With equal amplitudes the invariant is $\eta^3$, which the tempting solution had excluded. Its sign has a physical meaning. At a corner all three cosines are $+1$; at a face centre two are $-1$ and one is $+1$. Hence

$$n_{\rm corner}=c+3\eta,\qquad n_{\rm face}=c-\eta .$$

Positive $\eta$ enriches one site in four, and negative $\eta$ enriches three in four. No symmetry operation of the lattice relates these arrangements.

## Correct solution of (b)

**Free energy.** Let $\theta=k_BT$, and let $w$ be the energy of a neighbouring pair of the chosen species. In mean field the free energy per site is

$$f=\tfrac12\sum_{\mathbf R}w\,\langle n(\mathbf r)n(\mathbf r+\mathbf R)\rangle+\theta\langle s(n)\rangle,$$

$$s(n)=n\ln n+(1-n)\ln(1-n),$$

where $\mathbf R$ runs over nearest neighbours and $\langle\cdot\rangle$ averages over sites. Each wave averages to zero, its square averages to 1, and products of two different waves average to zero. With $V(\mathbf k)=\sum_{\mathbf R}w\cos(\mathbf k\cdot\mathbf R)$, the energy is therefore $\tfrac12V(0)c^2+\tfrac12\sum_jV(\mathbf k_j)\eta_j^2$.

On bcc all 8 neighbours have cosine $-1$, so $V_H=-8w=-0.4$ eV. On fcc 8 of the 12 neighbours have cosine $-1$ and 4 have $+1$, so $V_X=-4w=-0.2$ eV.

The energy is quadratic, so in this model the cubic term comes from the entropy. Put $\delta=n-c$, with $\langle\delta\rangle=0$. Then

$$\langle s\rangle-s(c)=\tfrac12s''\langle\delta^2\rangle+\tfrac16s'''\langle\delta^3\rangle+\tfrac1{24}s''''\langle\delta^4\rangle+\dots$$

From $s'=\ln n-\ln(1-n)$, repeated differentiation gives, at $n=c$,

$$s''=\frac1{c(1-c)},\quad s'''=\frac1{(1-c)^2}-\frac1{c^2}=\frac{2c-1}{c^2(1-c)^2},$$

$$s''''=\frac2{c^3}+\frac2{(1-c)^3}.$$

At $c=1/4$ these are $5.3333$, $-14.2222$ and $132.7407$.

On fcc the three cosines multiply to $+1$ on every site. In $\langle\delta^3\rangle$ the terms in $\eta_i^3$ and $\eta_i^2\eta_j$ each retain one cosine and average to zero, while the mixed term occurs $3!=6$ times. Thus $\langle\delta^3\rangle=6\eta_1\eta_2\eta_3$, and the cubic term is $\theta s'''\eta_1\eta_2\eta_3$. It vanishes at $c=1/2$. The lattice symmetry permits the term there too, but this model has a further symmetry at that composition: the exchange $n\to1-n$ keeps $c=1/2$, leaves $s(n)$ and the quadratic energy unchanged, and reverses every $\eta_j$.

**L1$_2$ near the transition.** For equal amplitudes, one site in four has $\delta=3\eta$ and three have $\delta=-\eta$:

$$\langle\delta^2\rangle=\tfrac{9+3}{4}\eta^2=3\eta^2,\quad\langle\delta^3\rangle=\tfrac{27-3}{4}\eta^3=6\eta^3,\quad\langle\delta^4\rangle=\tfrac{81+3}{4}\eta^4=21\eta^4 .$$

To fourth order, $\Delta f=A\eta^2+B\eta^3+C\eta^4$ with

$$A=\tfrac32(V_X+\theta s''),\qquad B=\theta s''',\qquad C=\tfrac78\theta s''''.$$

The disordered state becomes locally unstable at $A=0$, where $\theta_s=|V_X|/s''=0.2/5.3333=0.0375$ eV. At that point $B\eta^3$ already makes $\Delta f$ negative for one sign of $\eta$, so for $B\neq0$ an ordered state has taken over at a higher temperature, with finite $\eta$.

At the transition $\Delta f=0$ and $d\Delta f/d\eta=0$ with $\eta\ne0$. Dividing out powers of $\eta$,

$$A+B\eta+C\eta^2=0,\qquad 2A+3B\eta+4C\eta^2=0 .$$

Subtracting twice the first from the second gives $B\eta+2C\eta^2=0$, so $\eta_t=-B/(2C)$. Then $A=-B\eta_t-C\eta_t^2=B^2/(4C)$. Inserting the coefficients,

$$\eta_t=-\frac{4s'''}{7s''''},\qquad \tfrac32(V_X+\theta_ts'')=\frac{2\theta_t s'''^2}{7s''''},$$

$$\theta_t=\frac{|V_X|}{s''-4s'''^2/(21s'''')} .$$

At $c=1/4$ this gives $\eta_t=4(14.2222)/[7(132.7407)]=0.061$ and $\theta_t=0.2/(5.3333-0.2902)=0.0397$ eV.

The truncation can be avoided. With the full entropy change $\Delta s(\eta)=\tfrac14s(c+3\eta)+\tfrac34s(c-\eta)-s(c)$,

$$\Delta f=-\tfrac32|V_X|\eta^2+\theta\,\Delta s(\eta).$$

This is negative when $\theta<\tfrac32|V_X|\eta^2/\Delta s$, so $\theta_t$ is the maximum of that ratio over $\eta$. Numerically, $\theta_t=0.0410$ eV (476 K) and $\eta_t=0.116$. The corner occupation jumps from $0.25$ to $0.60$, and the face occupation drops to $0.13$. The energy released at fixed composition is $\tfrac32(0.2)(0.1159)^2=0.0040$ eV per site.

The quartic formula thus gives the first-order character but only about half the jump. The reason is the size of $\delta$: the Taylor series of $s$ about $c=1/4$ converges only for $|\delta|\le1/4$, the distance to the singularity at $n=0$, while the corner has $\delta=3\eta_t=0.35$. At $c=0.48$, where $s'''$ is small, the full and quartic jumps are $0.01142$ and $0.01136$. At that composition L1$_2$ holds only in a narrow range below $\theta_t$: at $0.99\,\theta_s$ a single wave, giving alternating planes (L1$_0$), already has the lower free energy.

A grid search at $c=1/4$ and $\theta_t$, in steps of $0.01$ in each amplitude, found no combination of the three waves with free energy below that of the disordered state, so no competing structure of this family was found to order first.

**B2 at the same composition.** Here $\delta=\pm\eta$ on equal numbers of sites. Odd averages vanish although $s'''\ne0$, and

$$\Delta f=\tfrac12(V_H+\theta s'')\eta^2+\theta\sum_{m=4,6,\dots}\frac{s^{(m)}}{m!}\eta^m,$$

$$s^{(m)}=(m-2)!\left[\frac1{c^{m-1}}+\frac1{(1-c)^{m-1}}\right]>0\quad(m\text{ even}).$$

For $\theta\ge\theta_s=|V_H|/s''=0.4/5.3333=0.075$ eV (870 K) no term is negative, and $\eta=0$ is the minimum. Below $\theta_s$ the quadratic coefficient is negative and the minimum moves away from zero continuously. Keeping the quartic term, $d\Delta f/d\eta=0$ gives $(V_H+\theta s'')+\tfrac16\theta s''''\eta^2=0$. With $V_H=-\theta_ss''$,

$$\eta^2\simeq\frac{6s''}{s''''}\left(\frac{\theta_s}{\theta}-1\right).$$

At $\theta=0.99\,\theta_s$ this gives $\eta=0.0493$; minimizing the full free energy gives $0.0488$.

**Limits of the conclusion.** The missing cubic term permits a continuous B2 transition but does not ensure one: a negative quartic coefficient, which this model does not have, would make it first order. On fcc the nearest-neighbour $V(\mathbf k)$ equals $-4w$ not only at the $\mathbf X_j$ but along whole lines such as $(2\pi/a)(1,q,0)$: four neighbours contribute $-\cos\pi q$, four contribute $-1$ and four contribute $+\cos\pi q$. The model therefore does not single out the $(100)$ waves, and the grid search covers only those. Also, $\theta_t$ compares two uniform states at the same $c$. If the alloy can separate into regions of different composition, the phase boundaries follow from a common tangent to the free-energy curves, not from $\theta_t$; for the disordered and L1$_2$ curves at $c=1/4$ the two-phase range runs from about $0.0404$ to $0.0414$ eV. Finally, the temperatures are mean-field values and are much too high for the pair model itself, because correlations between neighbours are neglected. In Monte Carlo simulation of about 2000 sites at $c=1/4$, L1$_2$ order is lost near $0.023$ eV rather than $0.041$ eV, and B2 order between $0.04$ and $0.05$ eV rather than at $0.075$ eV. The symmetry result of part (a) does not depend on this approximation.

## Numbers as computed

```
bcc H: cubic invariants 0, reciprocal triples 0
fcc X: cubic invariants 1, reciprocal triples 1
fcc L: cubic invariants 0, reciprocal triples 0
bcc N: cubic invariants 1, reciprocal triples 4
lattice parameter bcc, fcc: 3.0, 4.0 angstrom
|k_H| bcc: 2.0944 1/angstrom
|k_X| fcc: 1.5708 1/angstrom
|X1+X2+X3| fcc: 2.7207 1/angstrom
pair energy w: 0.050 eV
V_H bcc, V_X fcc: -0.400, -0.200 eV
composition c: 0.25
s2, s3, s4 at c: 5.3333, -14.2222, 132.7407
site means, unit amplitudes: fcc cube 6, fcc fourth 21, bcc cube 0
kT for coefficient test: 0.040 eV
fcc cubic coefficient, site sum: -0.5689 eV
fcc cubic coefficient, kT*s3: -0.5689 eV
fcc cubic coefficient at c=0.5, magnitude: 0.0000 eV
bcc cubic coefficient at c=0.25, magnitude: 0.0000 eV
L12 instability kT_s: 0.03750 eV = 435.2 K
L12 transition kT_t, full: 0.04101 eV = 475.9 K
L12 transition kT_t, quartic: 0.03966 eV
kT_t/kT_s full, quartic: 1.0935, 1.0576
L12 jump eta_t full, quartic: 0.1159, 0.0612
occupation corner, face at kT_t: 0.5977, 0.1341
df at +eta_t/2, -eta_t/2: 0.0207, 0.3019 meV/site
barrier at kT_t: 0.0207 meV/site
latent heat at fixed c: 4.029 meV/site
c=0.48: kT_t/kT_s-1 full, quartic: 6.097e-04, 6.070e-04
c=0.48: eta_t full, quartic: 0.01142, 0.01136
B2 transition kT: 0.07500 eV = 870.3 K
B2 eta at T/T_s=0.99: full 0.04879, square-root law 0.04935
B2 eta at T/T_s=0.999: full 0.01552, square-root law 0.01553
```
